Channel length for a π spin rotation by Rashba coupling

QUESTION

I am stuck on a factor of two in this exercise: "An electron with effective mass 0.05 m_e moves through a narrow channel with Rashba coefficient 1×10⁻¹¹ eV m. Calculate the channel length near 240 nm that rotates its spin by π."

I know that the Rashba term shifts the wave numbers of the two spin states by +mα/ħ² and −mα/ħ². I therefore set mαL/ħ² = π, which gives about 480 nm, twice what the exercise expects. I also don't see why no electron energy is given. A faster electron feels a stronger Rashba field, so shouldn't its spin turn further? And does the answer survive in a real channel, which has a finite width and a temperature?

ANSWER

Your wave-number shifts are right. The spin angle is set by the difference between the two phases, and that difference grows as 2mαL/ħ². The energy is missing because it cancels. Both facts follow from solving the channel at fixed energy.

The model

Take x along the channel and y across it, in the plane of the quantum well. With the sign convention

H_R = α(σ_x k_y − σ_y k_x),

a narrow channel with one transverse mode has no net motion along y. Dropping k_y for now and writing k for k_x leaves

H = ħ²k²/(2m) − αkσ_y.

The band is parabolic, α is uniform, and there is no magnetic field. The Rashba term acts as an effective field along y, so the spin must enter perpendicular to y if it is to turn by π. I take it along +z.

The two waves at one energy

Since σ_y commutes with H, its eigenvalue s = ±1 is conserved. The eigenstates are

|s⟩ = (|↑⟩ + i s|↓⟩)/√2,

with the arrows referring to z. For each s,

ħ²k²/(2m) − sαk = E.

Multiply by 2m/ħ² and define k_R = mα/ħ²:

k² − 2s k_R k = 2mE/ħ².

Add k_R² to both sides. Because s² = 1, the left side is a complete square:

(k − s k_R)² = k_R² + 2mE/ħ² ≡ q².

So k = s k_R ± q. The velocity decides which root moves forward:

v = (1/ħ) dE/dk = ħk/m − sα/ħ = (ħ/m)(k − s k_R) = ±ħq/m.

The upper sign is the forward one, for both spins. The two forward waves therefore have

k₊ = q + k_R,  k₋ = q − k_R,  k₊ − k₋ = 2k_R.

They share the same velocity, and their difference contains no energy. This holds for any E above the band minimum at −ħ²k_R²/(2m).

From phases to a spin angle

The injected spin is an equal sum of the two eigenstates, |↑⟩ = (|+⟩ + |−⟩)/√2. At position x each part has gained its own phase:

ψ(x) = e^{iqx} [e^{ik_R x}|+⟩ + e^{−ik_R x}|−⟩]/√2.

Insert the eigenstates and collect components:

↑ : (e^{ik_R x} + e^{−ik_R x})/2 = cos(k_R x)
↓ : i(e^{ik_R x} − e^{−ik_R x})/2 = i·i sin(k_R x) = −sin(k_R x)

so that

ψ(x) = e^{iqx} [cos(k_R x)|↑⟩ − sin(k_R x)|↓⟩].

The spin components are

⟨σ_z⟩ = cos²(k_R x) − sin²(k_R x) = cos(2k_R x)
⟨σ_x⟩ = −2 sin(k_R x) cos(k_R x) = −sin(2k_R x)
⟨σ_y⟩ = 0.

The spin turns in the xz plane through the angle

θ = 2k_R L = 2mαL/ħ².

This is where your factor of two went. Your condition k_R L = π makes θ = 2π: the spin points along +z again, and the spinor has merely changed sign. A reversed spin needs k_R L = π/2, where the ↑ component vanishes.

The number

Setting θ = π gives

L_π = πħ²/(2mα).

For m = 0.05 m_e the constants give ħ²/m = 1.5240 eV nm². The Rashba coefficient is 1×10⁻¹¹ eV m = 0.010 eV nm. Then

k_R = 0.010/1.5240 = 0.006562 nm⁻¹
L_π = π × 1.5240/(2 × 0.010) = 239.4 nm.

The length is 239.4 nm, or 0.2394 µm. A channel of 240 nm would turn the spin by 180° × 240/239.39 = 180.5°.

The words "near 240 nm" also select one solution from a series. The spin is reversed whenever θ is an odd multiple of π, so the next such length is 3L_π = 718 nm.

Why speed does not matter

You are right that a faster electron feels a stronger field. It also spends less time in it. The spin splitting is 2αk, so the precession rate is 2αk/ħ. To leading order in k_R/k the transit time is L/v = mL/(ħk). Their product is

(2αk/ħ) × mL/(ħk) = 2mαL/ħ²,

and k cancels. The solution above shows that the result also holds without that approximation.

As an example, put the electron 15 meV above the subband bottom. Without Rashba coupling its wave number would be

k_F = √(2 × 0.015/1.5240) = 0.1403 nm⁻¹.

With the coupling, the forward wave numbers are 0.14702 and 0.13390 nm⁻¹. They differ by 0.01312 nm⁻¹, which is 2k_R. Another energy moves both numbers and leaves the difference alone.

For the same reason the splitting need not exceed kT. Here 2αk_F = 2.8 meV, while kT is 25.9 meV at 300 K. The injector supplies a superposition of both branches, and in this model every energy in the thermal spread turns by the same angle. Temperature does harm by other routes, described below.

Contacts and obstacles

Suppose the leads have the same mass but no Rashba coupling, so that k_R depends on x, and let there be a spin-independent potential V(x). With k = −i d/dx and the product of α(x) and k symmetrized to keep H Hermitian,

H = (ħ²/2m)(k − k_R(x)σ_y)² − ħ²k_R(x)²/(2m) + V(x).

Write ψ = exp[iσ_y Φ(x)] χ with dΦ/dx = k_R(x). Differentiating the exponential gives

kψ = exp(iσ_yΦ)(k + k_Rσ_y)χ,

and therefore

(k − k_Rσ_y)ψ = exp(iσ_yΦ) kχ.

The equation for χ contains no spin:

[ħ²k²/(2m) − ħ²k_R²/(2m) + V(x)]χ = Eχ.

Reflection changes how many electrons get through, but it does so equally for both spins. The transmitted spin still turns by 2∫k_R dx. In a strictly one-dimensional channel, even scattering from V(x) leaves the angle unchanged, because the angle depends on position and not on the path's history. Such spin-independent collisions can change the angle only through sideways motion. Sideways motion turns the spin appreciably, with or without collisions, once the width is not small compared with 1/(2k_R) = 76 nm.

A spin injected along y behaves differently. It is an eigenstate of σ_y, gains an overall phase and does not turn at all.

Finite width

Take a wire with hard walls and width W = 30 nm. The spacing of its two lowest subbands is

Δ = 3π²ħ²/(2mW²) = 3 × 9.870 × 0.7620/900 eV = 25.1 meV,

so an electron 15 meV above the first subband bottom has one mode available. The neglected term αk_yσ_x now couples the first mode to the second. The matrix element of k_y between them has magnitude 8/(3W), which gives a coupling

V₁₂ = 8α/(3W) = 8 × 0.010/90 eV = 0.89 meV.

Because σ_x flips the eigenvalue of σ_y, a state s at energy −sαk in the first mode couples to one at Δ + sαk in the second. Second-order perturbation theory shifts it by

δE_s = −V₁₂²/(Δ + 2sαk).

The splitting E₋ − E₊ = 2αk therefore changes by

−V₁₂²/(Δ − 2αk) + V₁₂²/(Δ + 2αk) ≈ −4αk V₁₂²/Δ².

Relative to 2αk this is −2V₁₂²/Δ² = −2 × (0.89/25.1)² ≈ −0.25%. The length should grow by the same fraction. Numerical diagonalization with eight transverse modes gives π/(k₊ − k₋) = 240.0 nm, in agreement. Since V₁₂/Δ = 16Wk_R/(9π²), the correction grows as W² while it remains small.

A wide channel is the opposite limit. Let an electron travel at angle φ to x without hitting the side walls. Its two waves share the same k_y, and their total wave numbers differ by 2k_R. From k_x² = k² − k_y² at fixed k_y, a small change obeys dk_x = (k/k_x) dk = dk/cos φ. The difference in k_x is then about 2k_R/cos φ. The precession axis stays in the plane, perpendicular to the motion, so for a spin injected along z

⟨σ_z⟩ ≈ cos(2k_R L/cos φ).

At L = L_π and φ = 30° this is cos(207.8°) = −0.88. Solving the full problem with Rashba-free leads, matching wavefunction and current at both ends of the channel, also gives −0.88. Averaging the law over all forward angles with the flux weight cos φ gives −0.55. Near grazing angles one of the two waves becomes evanescent and the law fails; the full solution, weighted by transmission, gives −0.57. So a wide ballistic channel of the "correct" length still reverses the average z component of the spin, but leaves it only about half as large as at the entrance.

How a real channel compares

The given mass and α lie in the rough regime of indium-rich InGaAs quantum wells, with α towards the strong side. Since L_π is proportional to 1/α, a well with half the coefficient needs twice the length. The following estimates use round values typical of such wells, not data for a particular device.

Crystal asymmetry adds a Dresselhaus term. Its part linear in k, the only one kept here, is β(σ_x k_x − σ_y k_y) for x along [100]. In the narrow channel the spin term becomes k(βσ_x − ασ_y), whose strength is √(α² + β²) in place of α. With β = 2×10⁻¹² eV m,

L = 239.4/√(1 + 0.2²) nm = 234.7 nm.

The axis also tilts within the plane. A spin along z is still perpendicular to it and can be reversed completely; a spin along x is not and cannot.

The band is not quite parabolic either. For E(1 + E/E_g) = ħ²k²/(2m₀), with m₀ the band-bottom mass, differentiation gives v = ħk/[m₀(1 + 2E/E_g)]. To leading order in α the wave-number difference is 2αk/(ħv), so the mass in the angle becomes m(E) = m₀(1 + 2E/E_g), and different energies turn by different angles. I take E_g = 0.6 eV, fix m(E) at 0.05 m_e at the Fermi energy, and hold α and the 15 meV chemical potential constant. Averaging cos θ at L_π over the thermal window −df/dE, where f is the Fermi function, gives −1.00 at 4 K and −0.92 at 300 K for a single mode. The 300 K figure shows only the rough size of the effect, because a constant α is a simplification. The band coupling that raises m with energy also lowers α. In a Kane model with a split-off gap of 0.36 eV the product mα falls with energy, and the same average is about −0.96.

Scattering is a separate question. With mobility μ = eτ/m and v = ħk_F/m, the mean free path is l = vτ = ħk_F μ/e. At the same k_F:

cold, μ = 50 000 cm²/Vs: l = 462 nm, exp(−L_π/l) = 0.60
300 K, μ = 10 000 cm²/Vs: l = 92 nm, exp(−L_π/l) = 0.075

Mobility mainly counts collisions that deflect an electron strongly, so the exponential is a rough estimate of the fraction of electrons at k_F that cross without a large deflection. Where small-angle scattering dominates, far fewer cross without any collision at all. The exponential is not the surviving polarization, since scattering confined to one mode need not spoil the angle. At 300 K, however, kT = 25.9 meV is as large as the 25.1 meV subband spacing, so several modes take part. Collisions can then change the transverse motion, and with it the precession axis. In a wire this narrow the effect is limited: crossing the full width turns the spin by only about 2k_R W = 0.39 rad, and a prompt return undoes most of this turn. If the electron moves far along the channel before it returns, its spin has meanwhile turned about y and the cancellation is incomplete. At 4 K, where kT is only 0.34 meV, one mode carries the current and the single-mode result is a reasonable guide for this wire. At 300 K its assumption of one mode no longer holds, and finding the surviving polarization would take a calculation with several modes and scattering, which is not done here.
